# Ligand charge and ligand orbitals in the octahedral d-level splitting

**Comment on the argument "The splitting of d levels follows the ligand charge"**

The argument runs as follows. The d electrons of an octahedral complex ML$_6$ are repelled by the ligands, the $e_g$ orbitals ($d_{z^2}$, $d_{x^2-y^2}$) point at the ligands, and the $t_{2g}$ orbitals ($d_{xy}$, $d_{yz}$, $d_{xz}$) point between them. The splitting $\Delta=E(e_g)-E(t_{2g})$ is therefore proportional to the ligand charge, and F$^-$ must split the levels more than neutral CO. The spectrochemical series has the opposite order. The electrostatic formula in the argument is correct for point charges; the fault examined here is the unstated premise that ligands supply a potential and no orbitals.

**1. The point-charge result**

Place charges $-qe$ at distance $R$ along $\pm x,\pm y,\pm z$. For $r<R$ each gives the electron the energy $\frac{qe^2}{4\pi\varepsilon_0}\sum_l r^lR^{-l-1}P_l(\cos\gamma)$, with $\gamma$ the angle between $\mathbf r$ and the bond. Odd $l$ cancels between opposite charges. For $l=2$ the sum is $\sum_i(3x_i^2-r^2)=0$. Terms with $l\ge6$ have no matrix elements, because a product of two d functions contains only $l\le4$. The constant $l=0$ term returns in section 4. For $l=4$,

$$\frac28\sum_i\left(35x_i^4-30x_i^2r^2+3r^4\right)=\frac{35}{4}\left(x^4+y^4+z^4-\tfrac35r^4\right).$$

On the unit sphere $\langle x^{2i}y^{2j}z^{2k}\rangle=(2i-1)!!\,(2j-1)!!\,(2k-1)!!/(2n+1)!!$ with $n=i+j+k$. This follows from averaging the monomial over a three-dimensional unit Gaussian: Cartesian factors give the numerator, and the radial factor is $\langle r^{2n}\rangle=(2n+1)!!$. Let $Q=x^4+y^4+z^4$. For $d_{xy}$, $\langle x^2y^2\rangle=1/15$ and $\langle x^2y^2Q\rangle=(15+15+3)/945$, with ratio $11/21$. For $d_{x^2-y^2}$, the norm is $(3+3-2)/15=4/15$, and $\langle(x^4+y^4-2x^2y^2)Q\rangle=(2\cdot105+4\cdot9-2\cdot33)/945=180/945$, with ratio $5/7$. Cubic symmetry gives the partners the same energies. The difference is $4/21$, and $\frac{35}{4}\cdot\frac4{21}=\frac53$:

$$\Delta_{\rm pc}=\frac53\,\frac{qe^2}{4\pi\varepsilon_0}\,\frac{\langle r^4\rangle}{R^5}.$$

Since $\frac57-\frac35=\frac35\cdot\frac4{21}$ and $\frac{11}{21}-\frac35=-\frac25\cdot\frac4{21}$, $e_g$ lies at $+0.6\Delta_{\rm pc}$ and $t_{2g}$ at $-0.4\Delta_{\rm pc}$.

Take a model radial function $r^2e^{-r^2/\ell^2}$. Integration by parts gives $I_{n+2}=\frac{n+1}{4}\ell^2I_n$ for $I_n=\int_0^\infty r^ne^{-2r^2/\ell^2}dr$, so $\langle r^4\rangle=I_{10}/I_6=\frac94\cdot\frac74\ell^4=\frac{63}{16}\ell^4$. With $\ell=60$ pm, $R=200$ pm, $q=1$ and $e^2/4\pi\varepsilon_0=1440$ eV pm,

$$\Delta_{\rm pc}=\frac53\cdot1440\cdot\frac{5.103\times10^7}{200^5}\ \text{eV}=0.383\ \text{eV}.$$

This holds for point charges outside the d density; extended ligand charge clouds are not treated here. Where the ligand's electron cloud overlaps the d density, the electrostatic splitting no longer follows the net charge: it can change sign for an anion and need not vanish for a neutral ligand. For the $\ell$ and $R$ above, the nuclei and electron densities of six free ligands give a purely electrostatic splitting of about $-0.05$ eV for F$^-$ (Hartree–Fock, aug-cc-pVDZ) and $-0.3$ eV for CO (PBE, cc-pVDZ, carbon at $R$), with the d function not orthogonalized to the ligand orbitals. The values of $q$ used below are model choices.

**2. The orbitals that the argument omits**

F$^-$ has 8 valence electrons in 4 valence orbitals. None is empty, and its σ and π donor orbitals belong to one 2p shell. CO has 10 electrons in 8 valence orbitals, so three are empty. A Kohn–Sham calculation (PBE functional, cc-pVDZ basis, bond length set to 113 pm as an input of the calculation) gives the filled pair 1π at $-11.51$ eV with carbon weight 0.322, the filled 5σ at $-8.63$ eV with 0.871, and the empty pair 2π at $-1.56$ eV with 0.717. The weight is the Löwdin population: the summed squared coefficients on carbon after symmetric orthogonalization of the basis. These values are not converged in the basis: aug-cc-pVTZ lowers the three levels by 0.3 to 0.5 eV, changes their spacings by less than 0.15 eV, and gives weights 0.35, 0.75 and 0.64. At the carbon end, which binds the metal, the empty π orbital is the larger.

The model is a one-electron Hamiltonian in an orthonormal basis, with no ligand–ligand coupling and no metal s or p orbitals. The d level is at 0, the σ donor at $-D_\sigma$, the filled π at $-D$ and the empty π* at $+A$, all gaps positive. $V_\sigma$ couples $d_{z^2}$ to the σ orbital of a ligand on $z$; $V_\pi$ and $V_{\pi^*}$ couple $d_{xz}$ to that ligand's π and π* orbitals along $x$.

If a d orbital couples with $v_i$ to degenerate orbitals $\phi_i$, it couples to $\sum v_i\phi_i/\sqrt{\sum v_i^2}$ with strength $\sqrt{\sum v_i^2}$ and not to combinations orthogonal to it; d orbitals of different symmetry select orthogonal combinations. The functions $x^2-y^2$ and $(2z^2-x^2-y^2)/\sqrt3$ have the same norm, $4/15$, and

$$x^2-y^2=\frac{\sqrt3}{2}\,\frac{2x^2-y^2-z^2}{\sqrt3}-\frac12(y^2-z^2).$$

Only the first part has σ symmetry about $x$, so each of the four in-plane ligands couples with magnitude $\frac{\sqrt3}2V_\sigma$, and the group coupling is $\sqrt{4\cdot\frac34}\,V_\sigma=\sqrt3V_\sigma$. The orbital $d_{xy}$ has π symmetry about $x$ and $y$ and meets four ligands with full strength, giving $a=2V_\pi$ and $b=2V_{\pi^*}$.

The $e_g$ block has the secular equation $E(E+D_\sigma)=3V_\sigma^2$, whose upper root is

$$E_e=\tfrac12\left[-D_\sigma+\sqrt{D_\sigma^2+12V_\sigma^2}\right].$$

**3. The three-level problem**

With amplitudes $c_d,c_\pi,c_*$ the $t_{2g}$ equations are

$$ac_\pi+bc_*=Ec_d,\qquad ac_d-Dc_\pi=Ec_\pi,\qquad bc_d+Ac_*=Ec_*.$$

The last two give $c_\pi=ac_d/(E+D)$ and $c_*=-bc_d/(A-E)$. Insertion in the first gives

$$f(E)=E-\frac{a^2}{E+D}+\frac{b^2}{A-E}=0,\qquad f'(E)=1+\frac{a^2}{(E+D)^2}+\frac{b^2}{(A-E)^2}\ge1.$$

For $a,b\ne0$, $f$ rises from $-\infty$ to $+\infty$ on $(-D,A)$, so exactly one root $E_t$ lies there. Define $s=a^2/D-b^2/A$, so that $f(0)=-s$. The mean value theorem gives $f(E_t)-f(0)=f'(\xi)E_t$ for some $\xi$ between 0 and $E_t$, hence

$$E_t=\frac{s}{f'(\xi)},\qquad \operatorname{sign}E_t=\operatorname{sign}s,\qquad|E_t|\le|s|.$$

This is exact within the model. For weak coupling $f'=1+O(V^2)$, so $s$ is the second-order shift with an error of fourth order in $V$; otherwise $|s|$ is only an upper bound. At equal σ bonding, $\Delta=E_e-E_t$ obeys $\Delta(s<0)>\Delta(\sigma\text{ only})>\Delta(s>0)$. A filled orbital below pushes $t_{2g}$ up, an empty one above pushes it down, and no charge appears explicitly in $s$; it enters through the gaps and couplings (section 4), which are held fixed here.

Normalization gives $c_d^2f'(E_t)=1$, so the metal weight is $w_t=1/f'(E_t)$, and the ligand weights are $w_ta^2/(E_t+D)^2$ and $w_tb^2/(A-E_t)^2$. Differentiating $f=0$ gives $\partial E_t/\partial a^2=w_t/(E_t+D)>0$ and $\partial E_t/\partial b^2=-w_t/(A-E_t)<0$. The same normalization in the $e_g$ block gives $w_e=[1+3V_\sigma^2/(E_e+D_\sigma)^2]^{-1}$.

An empty π* orbital does not suffice; $s<0$ is required. Assume for CO that $V^2$ is proportional to the carbon weight $c$, and write $A=G-D$ with the 1π–2π gap $G=9.95$ eV. Then $c_{2\pi}/(G-D)>c_{1\pi}/D$ gives $D(c_{1\pi}+c_{2\pi})>Gc_{1\pi}$, or $D>9.95\cdot0.322/(0.322+0.717)\approx3.1$ eV. The level 5σ lies 2.88 eV above 1π, so a d level more than about 0.2 eV above 5σ and below 2π sees a net acceptor. This estimate uses Kohn–Sham energies of the free molecule as model levels. It moves with the method: threshold and margin become 3.5 and 0.7 eV with PBE/aug-cc-pVTZ, and 4.1 and 1.3 eV with PBE0/cc-pVTZ. The threshold also belongs to the assumed proportionality of $V^2$ to a basis-dependent carbon weight; a larger ratio $V_{\pi^*}^2/V_\pi^2$ lowers it, so the 0.2 eV margin is not a property of CO.

**4. Where charge does enter**

In this model charge is placed on diagonal elements only. The potential of the charges also has d–ligand matrix elements, several tenths of an eV per unit charge for a d shell and fluorine 2p shells at 200 pm; they are taken as absorbed in fixed couplings $V$. A potential common to all levels changes nothing. A shift $u$ of the d level against the ligand levels replaces the leading $E$ in $f$ by $E-u$, so $f'\,dE_t=du$ and $dE_t/du=w_t$; likewise $dE_e/du=w_e$. Thus $d\Delta/du=w_e-w_t$, which is negative when $e_g$ is the more covalent level. The $l=0$ term, together with the potentials of metal and counter-ions at the ligands, is a shift of this kind and is counted in the gaps. The $l=4$ term puts $\varepsilon=+0.6\Delta_{\rm pc}$ or $-0.4\Delta_{\rm pc}$ on the diagonal; a two-level block then reads $(E-\varepsilon)(E+D)=v^2$, with group coupling $v$ and upper root $\frac12[\varepsilon-D+\sqrt{(\varepsilon+D)^2+4v^2}]$.

**5. Numbers**

The parameters are round model values in eV. Both ligands have $D_\sigma=4$, $V_\sigma=2$, so $E_e=\frac12(-4+\sqrt{16+48})=2$ and $w_e=1/(1+12/36)=0.75$. A σ-only ligand, charged or not, has $\Delta=2.000$ eV before any point-charge term.

The fluoride-like donor has $D=4$, $V_\pi=1$, $b=0$. Then $s=1$, $E_t=\frac12(-4+\sqrt{16+16})=0.828$, $w_t=1/(1+4/4.828^2)=0.854$, and $\Delta=1.172$ eV (about 9400 cm$^{-1}$). With the full point-charge term, $\varepsilon=0.230$ and $-0.153$:

$$E_e=\tfrac12\left[-3.770+\sqrt{4.230^2+48}\right]=2.173,\qquad E_t=\tfrac12\left[-4.153+\sqrt{3.847^2+16}\right]=0.698,$$

and $\Delta=1.475$ eV (about 11 900 cm$^{-1}$). The slope $d\Delta/du=0.750-0.854=-0.104$ shows that raising d against the ligand levels lowers $\Delta$. For $D=D_\sigma$ this holds at every gap when $12V_\sigma^2>16V_\pi^2$: $\Delta=\frac12[\sqrt{D^2+12V_\sigma^2}-\sqrt{D^2+16V_\pi^2}]$ has the derivative $\frac D2[(D^2+12V_\sigma^2)^{-1/2}-(D^2+16V_\pi^2)^{-1/2}]<0$. At $D=8$, $\Delta=\frac12(\sqrt{112}-\sqrt{80})=0.819$ eV.

The CO-like acceptor has $q=0$, $D=7$, $A=3$, which follow the PBE spacings 2.88 and 7.07 eV (the second depends on the functional and is about 10 eV with PBE0), and $V_\pi=0.5$, $V_{\pi^*}=0.8$, the larger coupling going to the larger carbon weight. Then $a^2=1$, $b^2=2.56$ and $s=0.143-0.853=-0.710$. Root bracketing of $f$ gives $E_t=-0.563$, and indeed $1/6.437-2.56/3.563=-0.563$; the bound $|s|$ lies well above $|E_t|$. The metal weight is $1/(1+1/6.437^2+2.56/3.563^2)=0.816$. Therefore $\Delta=2.563$ eV (about 20 700 cm$^{-1}$), which is $2.563/1.475=1.74$ times the anion's value. With $b=0$, $E_t=\frac12(-7+\sqrt{53})$ and $\Delta=1.860$ eV, below the σ-only value, so π* alone carries this ligand above it. Solving $\Delta_{\rm donor}(q)=2.563$ eV by root bracketing at fixed gaps gives $q=4.55$ elementary charges per ligand. Only $q\Delta_{\rm pc}$ is fixed by this condition, so $q$ scales as $\ell^{-4}$: it is 9.4 for $\ell=50$ pm and 2.5 for $\ell=70$ pm.

Charge transfer follows for an assumed low-spin d$^6$ filling. The weights of one basis orbital over all roots of a block sum to one, so its population is two electrons times one minus its weight in the empty root. The two filled bonding $e_g$ levels put $4(1-0.75)=1.00$ electron on the metal. For the pure donor both $t_{2g}$ roots are filled and the metal keeps 6 electrons. For the acceptor, numerical diagonalization of the $3\times3$ matrix gives the empty top root at 3.708 eV with weights 0.164 (d) and 0.835 (π*), so $t_{2g}$ holds $6(1-0.164)=5.02$ electrons and π* holds $6(1-0.835)=0.99$. The near cancellation of σ donation and back-donation belongs to these parameters.

**6. Limits and recommendation**

The ordering theorem needs equal $E_e$; a donor with sufficiently stronger σ bonding overtakes an acceptor, and real fluoride and carbonyl complexes may differ in oxidation state and bond length. Calling $E_t$ a d level presumes that metal weight dominates, which weakens as a gap becomes small against its coupling: for the pure donor $w_t=(E_t+D)/(2E_t+D)$ falls toward one half as $D\to0$, and $w_t$ goes to zero when $A$ and $D$ both become small. Electron repulsion, overlap and self-consistent shifts of the gaps are absent, so the numbers illustrate a mechanism and predict no spectrum, nor the spin state. The result $\Delta=\Delta_{\rm pc}\propto q$ is recovered when the covalent shifts, of order $V^2$ over a gap, are negligible against $\Delta_{\rm pc}$. A near proportionality with a reduced slope also appears if the σ and π shifts happen to cancel, as for a donor with $D=D_\sigma$ and $12V_\sigma^2=16V_\pi^2$. The argument should be restricted to point charges with negligible covalent shifts and its conclusion about F$^-$ and CO withdrawn.
